# How Much Alumina Does a Thin Coating Add to a Powder?

## Problem

A dry oxide powder has a specific surface area $S=200\ \mathrm{m^2/g}$ and a skeletal density $\rho_s=2.2\ \mathrm{g/cm^3}$; the skeletal density is that of the solid itself, without the voids between particles. Atomic layer deposition covers the whole surface with an alumina film of thickness $t=1.0$ nm and density $\rho_f=3.0\ \mathrm{g/cm^3}$.

(a) Treat the surface as flat. How many grams of alumina are added per gram of original powder, and what fraction of the product is alumina?

(b) Replace the flat surface by separate equal spheres with the same specific area, and find the mass without expanding in $t$. Do the same for cylindrical pores.

(c) How do contacts between particles change the answer?

(d) Compare the results, and find how much precursor vapour one deposition cycle needs.

The film is taken to be every point of the empty space that lies within a distance $t$ of the solid. This describes uniform growth on a surface that the vapour can reach everywhere. The symbol $m$ is the film mass divided by the mass of dry, uncoated powder. The algebra is classical geometry and holds in any consistent units, atomic units included.

## First estimate by scaling

Doubling the area doubles the amount of film, and so does doubling a small thickness. For a flat surface the film volume per gram of powder is the area times the thickness, so that

$$
m_{\rm flat}=\rho_f S t .
$$

With the density in grams per cubic metre and the thickness in metres,

$$
m_{\rm flat}=(3.0\times10^6)(200)(1.0\times10^{-9})=0.60 .
$$

The coating adds 0.60 g per gram of powder, or 600 mg/g. A film only 1 nm thick weighs this much because one gram of powder offers 200 square metres to cover.

This number is not the alumina content of the product. One gram of powder has become $1+m$ grams, of which $m$ grams are alumina, so the alumina fraction is

$$
w=\frac{m}{1+m}=\frac{0.60}{1.60}=0.375 .
$$

The specific area also changes, because it is quoted per gram of material. In the flat picture the area stays at 200 m² while the mass rises to 1.60 g, which gives $200/1.60=125\ \mathrm{m^2/g}$. A fall in specific area after coating is therefore not, by itself, a sign of blocked pores.

The estimate does not show whether $t$ is small enough for the surface to count as flat. That depends on the shape of the surface. The flat rule is safe when $t$ is small compared with the radius of curvature and with the width of the space into which the film grows. Places that break this condition, such as sharp edges, do little harm if they change the total film volume only slightly.

## Exact solution for separate spheres

Let all particles be spheres of radius $R$. The specific area of a sphere is its surface divided by its mass:

$$
S=\frac{4\pi R^2}{\rho_s\,4\pi R^3/3}=\frac{3}{\rho_s R},
\qquad
R=\frac{3}{\rho_s S}.
$$

The numbers give

$$
R=\frac{3}{(2.2\times10^6)(200)}\ \mathrm{m}=6.82\ \mathrm{nm}.
$$

The film is the shell between $R$ and $R+t$. Its volume is

$$
V_{\rm shell}=\frac{4\pi}{3}\left[(R+t)^3-R^3\right]
=4\pi\left(R^2t+Rt^2+\frac{t^3}{3}\right).
$$

The flat rule would assign the volume $4\pi R^2t$ to the same particle. With $x=t/R$, the ratio of the two is

$$
\frac{m}{m_{\rm flat}}=1+x+\frac{x^2}{3}.
$$

The excess over 1 has a plain origin. As the film grows, its outer area is $4\pi(R+t)^2$, which exceeds the starting area, so each new layer is heavier than the one before. The term $x$ is the leading effect of this growth in area.

Here $x=1.0/6.818=0.1467$, and

$$
\frac{m}{m_{\rm flat}}=1+0.1467+\frac{0.1467^2}{3}=1.154,
\qquad m=0.692 .
$$

The spheres carry 15% more alumina than the flat rule predicts, relative to the flat value. Someone who weighed this film and used the flat rule to find its thickness would obtain 1.15 nm instead of 1.0 nm.

The size of the correction can be read from the estimate itself. Since $1/R=\rho_sS/3$,

$$
x=\frac{\rho_s S t}{3}=\frac{\rho_s}{\rho_f}\,\frac{m_{\rm flat}}{3}
=\frac{2.2}{3.0}\times\frac{0.60}{3}=0.147 .
$$

For separate equal spheres with given solid and film densities, a larger relative mass gain thus means a larger relative error of the flat rule.

The specific area of the coated spheres follows in the same way. The area per gram of original powder grows by $(1+x)^2$ and the mass by $1+m$:

$$
S_{\rm coated}=\frac{S(1+x)^2}{1+m}
=\frac{200\times1.1467^2}{1.692}=155\ \mathrm{m^2/g}.
$$

This lies above the flat value of 125 m²/g because the outer surface has expanded.

### A spread of sizes

Real powders contain a range of radii. Suppose $\ln R$ has a normal distribution with standard deviation $s$ and median radius $R_0$. Then $\langle R^n\rangle=R_0^n e^{n^2s^2/2}$. Averaging the shell volume and dividing by the flat volume $4\pi\langle R^2\rangle t$ gives

$$
\frac{m}{m_{\rm flat}}=1+t\frac{\langle R\rangle}{\langle R^2\rangle}
+\frac{t^2}{3\langle R^2\rangle}.
$$

The specific area is held fixed, which fixes $R_*=\langle R^3\rangle/\langle R^2\rangle=R_0e^{5s^2/2}$ at 6.82 nm. The averages become

$$
\frac{\langle R\rangle}{\langle R^2\rangle}=\frac{e^{-3s^2/2}}{R_0}=\frac{e^{s^2}}{R_*},
\qquad
\frac{1}{\langle R^2\rangle}=\frac{e^{-2s^2}}{R_0^2}=\frac{e^{3s^2}}{R_*^2}.
$$

With $x=t/R_*$,

$$
\frac{m}{m_{\rm flat}}=1+xe^{s^2}+\frac{x^2e^{3s^2}}{3}.
$$

For $s=0.3$ the factor is 1.170 and the mass is 0.702 g per gram. The spread adds about 0.01 g per gram to the equal-sphere result, so it is a minor correction here.

## A second shape: thin plates

Small particles do not necessarily break the flat rule. Consider square plates of side $L=1000$ nm and thickness $d$, with the same $S$ and $\rho_s$. Two faces and four narrow sides give

$$
S=\frac{2L^2+4Ld}{\rho_sL^2d}=\frac{2}{\rho_s d}+\frac{4}{\rho_sL},
\qquad
d=\frac{2}{\rho_sS-4/L}.
$$

Since $\rho_sS=0.44\ \mathrm{nm^{-1}}$, the thickness is $d=2/(0.44-0.004)=4.59$ nm, which is less than the sphere radius. The film consists of flat slabs on the faces, quarter-cylinders along the edges and eighth-spheres at the corners. The edges and corners are a small part of the total, and the film mass is 0.602 g per gram. For these separate plates the flat rule works because very little of the surface lies near an edge, even though the plates are thin. If the faces of neighbouring plates were less than $2t$ apart, their films would meet and the mass would be lower.

## Exact solution for cylindrical pores

Now let the same area of 200 m²/g lie on the walls of long cylindrical pores, with total pore volume $V_p=0.8\ \mathrm{cm^3}$ per gram. This is a separate model powder. For total pore length $\ell$ per gram, $V_p=\pi r^2\ell$ and $S=2\pi r\ell$, so

$$
r=\frac{2V_p}{S}=\frac{2(0.8\times10^{-6})}{200}\ \mathrm{m}=8.0\ \mathrm{nm}.
$$

The film reduces the open radius from $r$ to $r-t$. For $t\le r$ its mass is

$$
m=\rho_f\pi\ell\left[r^2-(r-t)^2\right]
=\rho_f\pi\ell(2rt-t^2)
=\rho_fSt\left(1-\frac{t}{2r}\right).
$$

The last step takes out the factor $2\pi r\ell=S$. The sign is opposite to that for spheres because the exposed wall shrinks as the film grows inward. Here

$$
\frac{m}{m_{\rm flat}}=1-\frac{1.0}{16.0}=0.9375,
\qquad m=0.5625 .
$$

The limit of closure is $t=r$. The factor is then one half: with the same area and thickness, pores of radius 1.0 nm would be full after taking up 0.30 g per gram. Narrower pores fill before the nominal thickness is reached and take up less still. For the part of a gas-adsorption area that lies in such pores, the flat rule therefore overestimates the mass.

These results require vapour to reach the whole wall until the end. A real pore stops accepting precursor when its opening becomes comparable with the molecule, so the closure value is a geometric limit.

## Particles in contact

Spheres in a powder touch. Near a contact two growing films meet, and the space between them can be filled only once. Adding the full shells counts this shared region twice. It also counts the part of each shell that would lie inside the neighbouring solid.

Take two touching spheres. Their centres are $2R$ apart, and the plane midway between them is a distance $R$ from each centre. The coated sphere of radius $R+t$ extends past this plane by a cap of height $t$. Two such caps form the lens common to both coated spheres. Void points in the lens belong to both shells and are counted twice. Solid points in the lens belong to one shell and are counted once, although they hold no film. Subtracting the lens once from the sum of the two shells corrects both errors, and it removes one cap per sphere. With $z$ measured from the centre, the cap volume is

$$
V_{\rm cap}=\int_R^{R+t}\pi\left[(R+t)^2-z^2\right]dz .
$$

The integral is evaluated term by term:

$$
\begin{aligned}
V_{\rm cap}
&=\pi\left[(R+t)^2t-\frac{(R+t)^3-R^3}{3}\right]\\
&=\pi\left[R^2t+2Rt^2+t^3-R^2t-Rt^2-\frac{t^3}{3}\right]\\
&=\pi\left(Rt^2+\frac{2t^3}{3}\right).
\end{aligned}
$$

Divided by the flat volume $4\pi R^2t$, this is $x/4+x^2/6$. A sphere with $Z$ contacts loses $Z$ caps:

$$
\frac{m}{m_{\rm flat}}=1+x+\frac{x^2}{3}
-Z\left(\frac{x}{4}+\frac{x^2}{6}\right).
$$

For $Z=4$ the terms linear in $x$ cancel and leave $1-x^2/3$. Convexity adds film, four contacts remove it, and to first order the flat rule is restored. This is a cancellation between two corrections, not evidence that the surface is flat.

The factors for three regular arrangements were also found by integrating over all directions around one sphere, with every void point assigned to its nearest sphere. They agree with the formula to within $3\times10^{-4}$:

| Contacts per sphere | $m/m_{\rm flat}$ | Film mass (g per g) |
|---:|---:|---:|
| 4, tetrahedral | 0.993 | 0.596 |
| 6, simple cubic | 0.912 | 0.547 |
| 12, close-packed | 0.671 | 0.402 |

The formula requires that caps on the same sphere do not overlap and that films on spheres that are not in contact do not meet. Seen from the centre, a cap has half-angle $\theta$ with $\cos\theta=R/(R+t)$. In close packing, neighbouring contacts are 60° apart, so $\theta$ may not exceed 30°. This gives

$$
t\le R\left(\frac{2}{\sqrt3}-1\right)=1.055\ \mathrm{nm}.
$$

At $t=2.0$ nm, beyond this limit, direct integration for close packing gives a factor of 0.394, while the formula gives 0.270. The formula is too low because it subtracts the overlapping parts of the caps more than once.

The same limit has a second meaning. The middle of the triangular window between three touching spheres is $2R/\sqrt3$ from each centre, so the window closes at $t=1.055$ nm. At 1.0 nm its remaining inscribed radius is only about 0.05 nm, too small for a precursor molecule. The close-packed value therefore describes the geometry of a complete film, not one that vapour could deposit throughout such a packing.

### Crevices that the vapour cannot enter

Even in an open packing, the narrow wedge around each contact may stay empty. For a rough size, suppose that nothing is deposited where the original gap between two spheres is below $2t$, and that the film is complete elsewhere. At distance $q$ from the contact axis, half the gap is $v=R-\sqrt{R^2-q^2}$. Then $q^2=2Rv-v^2$ and $q\,dq=(R-v)\,dv$. The volume lost per sphere and contact is

$$
\int 2\pi q\,v\,dq
=2\pi\int_0^t v(R-v)\,dv
=\pi\left(Rt^2-\frac{2t^3}{3}\right).
$$

Relative to $4\pi R^2t$ this is $x/4-x^2/6=0.033$. For six contacts the factor falls from 0.912 to 0.714, and the mass to 0.43 g per gram. This is an estimate from a simple assumption about access, not a lower bound. The cut-off $2t$ is only a convenient choice. A wedge that opens outward closes from its narrow end, so the part left empty is set by the size of the precursor molecule rather than by $t$. A molecule of radius $a$ can touch a film surface of radius $r$ at angle $\theta$ from the contact axis only if $(r+a)\cos\theta\le R$. Beyond the part already cut off by the mid-plane, this hides an area $2\pi r^2[R/r-R/(r+a)]\approx2\pi Ra$ at every stage of growth, a relative loss of about $a/2R$ per contact. For $a=0.3$ nm this is about 0.02, and the six-contact factor is near 0.8.

## Comparison of the estimate with the exact results

The flat value is 0.60 g per gram. At the same $S$ and $t$, separate spheres give 0.69, the chosen pores 0.56, and spheres with six contacts 0.55. Here $S$ is the full geometric area of the spheres. A gas-adsorption measurement misses the narrow wedge at each contact, so at a given measured area a complete film on touching spheres would weigh somewhat more than the contact formula gives. The scaling estimate is thus good to about 15% of its own value in these three cases, and the sign of its error depends on geometry. It becomes much worse when the whole area lies in pores that the film just closes, where the factor is one half, or when the crevices stay empty in the packing with six contacts.

The estimate is also linear in film thickness. A film 10% thicker changes the flat mass by 0.06 g per gram, which is comparable with several of the geometric corrections. A weighing alone cannot separate a thickness error from an effect of shape.

Adsorbed water can have a similar size. Suppose the powder is first weighed with 10 water molecules per nm², roughly a full monolayer, and this water leaves before coating; a drier powder gives a proportionally smaller water mass. Its mass is

$$
\frac{(10\times10^{18})(200)(18.0)}{6.022\times10^{23}}
=0.060\ \text{g per gram of dry powder}.
$$

If the product is weighed dry, the apparent gain per gram of wet powder is

$$
\frac{1+0.600}{1+0.060}-1=0.51 .
$$

The film is unchanged, but the weighing suggests 0.51 instead of 0.60. The initial mass should be that of powder dried under the conditions of the coating process.

### Precursor needed per cycle

Let the film grow by 0.1 nm per cycle, so that 1.0 nm takes 10 cycles. Trimethylaluminium, $\mathrm{Al(CH_3)_3}$, supplies one Al atom per molecule, and alumina contains two Al atoms per formula unit of 101.96 g/mol. The flat film therefore needs

$$
n=\frac{2\times0.600}{101.96}\ \mathrm{mol}=11.8\ \mathrm{mmol}
$$

per gram of powder, or 1.18 mmol per cycle. This corresponds to 3.5 Al atoms per nm² in each cycle. At 5.0 Torr and 450 K, with 1 Torr equal to 133.3 Pa, the ideal-gas law gives

$$
V=\frac{nRT}{p}
=\frac{(1.177\times10^{-3})(8.314)(450)}{5.0\times133.3}\ \mathrm{m^3}
=6.6\ \text{litres}.
$$

In this formula $R$ is the gas constant. For a vapour of single molecules, this volume is the minimum for the flat film on one gram in one cycle, since it assumes that every molecule leaves its Al atom in the film. Molecules joined in pairs would carry two Al atoms each and lower the volume. At fixed pressure and temperature it grows in proportion to the powder mass, so a dose that saturates a flat wafer can fall far short for a powder.

### The model beside a real powder

The chosen area and skeletal density are rough values in the regime of fumed silica, and the film density and growth per cycle are rough values for alumina grown by atomic layer deposition. Fumed silica breaks the assumption of separate spheres: its primary particles are partly fused into branched aggregates. For a simple chain with two point contacts per sphere, the contact formula gives a factor of 1.07 and a mass of 0.64 g per gram. Fused necks are broader than point contacts and are not described by this formula. Growth in the first cycles may also differ from the later rate, and for a film of only ten cycles this can shift the mean thickness; each 10% shift moves the flat mass by 0.06 g per gram. For such a powder 0.6 g per gram is a reasonable first estimate if the vapour reaches the measured area, but a second digit should not be trusted without a separate measurement of thickness or composition.

The numerical output lists the inputs and results to more digits.

## Computed values

```
Film density (input): 3.0 g/cm3
Powder skeletal density (input): 2.2 g/cm3
Specific area (input): 200 m2/g
Film thickness (input): 1.0 nm
Flat film mass: 0.6000 g per g powder
Alumina mass fraction, flat: 0.3750 (no unit)
Area per gram of product, flat: 125.0 m2/g
Equivalent sphere radius: 6.818 nm
Thickness over radius x: 0.1467 (no unit)
Isolated spheres, mass/flat: 1.1538 (no unit)
Isolated spheres, film mass: 0.6923 g per g powder
Area per gram of product, spheres: 155.4 m2/g
Thickness inferred by flat rule: 1.154 nm
Plate side (input): 1000 nm
Plate thickness at same area: 4.587 nm
Plates, film mass: 0.6019 g per g powder
Pore volume (input): 0.8 cm3/g
Pore radius: 8.000 nm
Pores, mass/flat: 0.9375 (no unit)
Pores, film mass: 0.5625 g per g powder
Pores just closed by film, mass: 0.3000 g per g powder
4 contacts, mass/flat: 0.9928 (no unit)
4 contacts, film mass: 0.5957 g per g powder
6 contacts, mass/flat: 0.9123 (no unit)
6 contacts, film mass: 0.5474 g per g powder
12 contacts, mass/flat: 0.6708 (no unit)
12 contacts, film mass: 0.4025 g per g powder
Cap-overlap limit, 12 contacts: 1.055 nm
Thicker test film: 2.0 nm
Thicker film, 12 contacts, integrated/flat: 0.3940 (no unit)
Thicker film, 12 contacts, formula/flat: 0.2699 (no unit)
Crevice loss per contact/flat: 0.0331 (no unit)
6 contacts, crevices empty, mass/flat: 0.7138 (no unit)
6 contacts, crevices empty, mass: 0.4283 g per g powder
Log-radius spread (input): 0.3 (no unit)
Spread of sizes, mass/flat: 1.1699 (no unit)
Spread of sizes, film mass: 0.7019 g per g powder
Adsorbed water (input): 10 molecules/nm2
Water mass: 0.0598 g per g dry powder
Apparent gain on wet powder: 0.5097 g per g wet powder
Mass change for 10% thicker film: 0.0600 g per g powder
Growth per cycle (input): 0.1 nm
Number of cycles: 10 cycles
Al atoms added per cycle: 3.54 atoms/nm2
Total precursor: 11.77 mmol per g powder
Precursor per cycle: 1.177 mmol per g powder
Vapour pressure in dose (input): 5.0 Torr
Vapour temperature (input): 450 K
Vapour volume per cycle: 6.61 litre per g powder
```
